Ohmic heating of a bulk plasma by a fixed rf current, part 2

A radio-frequency current flows between two parallel electrodes. Between the sheaths at the electrodes lies the bulk, a nearly neutral plasma of uniform electron density n with ions at rest. We ask how the bulk electrons' average ohmic power density p depends on n. Electrons collide elastically and isotropically with heavy atoms at a speed-independent rate ν.

In atomic units the electron mass, the elementary charge and ħ equal 1, and the vacuum permittivity is 1/(4π). The drift (mean) velocity u and the field E have complex amplitudes û and Ê, multiplying exp(iωt); moduli are peak values. The total current density, conduction plus displacement, is J = J₀ cos ωt. The force and current equations are

du/dt = −E − νu,

J = −nu + (1/4π) dE/dt.

Collisions turn drift energy into random energy at the rate νu² per electron. With the electron plasma frequency ωp, where ωp² = 4πn, parts (c) and (e) gave

û = −(J₀/n)(ωp²/D),  D = ωp² − ω² + iων,

p = nν|û|²/2 = (νJ₀²/2n) · ωp⁴/[(ωp² − ω²)² + ω²ν²],

and, for a given field amplitude,

p = nν|Ê|²/[2(ν² + ω²)].

The oscillator of part (e) is

d²u/dt² + ν du/dt + ωp²u = −4πJ.

In part (f) a plasma is called dense if ωp² is much larger than both ω² and ων. Then Ê ≈ J₀(ν + iω)/n, and the simple law holds:

p ≈ νJ₀²/(2n).

With the leading displacement-current correction, for ν well below ωp,

p ≈ (νJ₀²/2n)(1 + 2ω²/ωp²).

The Monte Carlo entries in the closing table belong to a check in part (c) of the heating per electron at a given field, with ω = 1, |Ê| = 1 and ν = 0.7 in scaled units.

**(g) Explain why a fixed current heats a low-density plasma more strongly per unit volume, as long as the plasma is dense in the sense of part (f).**

*Solution.* In a dense plasma the electrons carry nearly the whole current, so nu must have the amplitude J₀. The drift speed has the amplitude

|û| ≈ J₀/n.

Compare two plasmas with the same J₀ and ν, the second with one tenth of the electron density of the first. Each electron of the second plasma must drift ten times as fast, since one tenth of the carriers has to transport the same charge per unit time.

The collisions destroy drift energy at the rate νu² per electron. Ten times the drift speed means a hundred times the heating per electron. There are one tenth as many electrons in a unit volume, so the heating per unit volume is

(1/10) × 100 = 10

times as large. In general the drift speed contributes n⁻² and the number of electrons contributes n, which leaves n⁻¹.

The same result can be read from the field. With Ê ≈ J₀(ν + iω)/n, the average work is

p = ½ Re(J₀Ê) ≈ ½ J₀²ν/n.

The part of the field in phase with the current has the amplitude J₀ν/n. Thus ν/n is the resistivity of the plasma, and a lower density means a higher resistivity. The part proportional to iω is a quarter period ahead of the current. It accelerates and decelerates the electrons and does no average work. This is why ω is absent from the simple law, although the field amplitude itself depends on ω.

The condition of a fixed current is essential. Suppose instead that the field amplitude is the same in both plasmas. The drift speed is then the same, each electron is heated equally, and

p = nν|Ê|²/[2(ν² + ω²)]

is proportional to n. The plasma with fewer electrons is now heated less per unit volume. The two statements do not conflict. At fixed current the field must rise as the density falls, and the field enters the power as a square: n × (1/n)² = 1/n.

**(h) Does the heating at fixed current keep growing as the density is lowered further?**

*Solution.* The full formula answers this within the model. Use X = ωp² as the variable in place of the density, so that n = X/(4π). Then 1/(2n) = 2π/X, and

p = 2πνJ₀² X/[(X − ω²)² + ω²ν²].

Differentiate the quotient with respect to X. The sign of the derivative is the sign of

(X − ω²)² + ω²ν² − X · 2(X − ω²).

Expanding the terms gives

X² − 2Xω² + ω⁴ + ω²ν² − 2X² + 2Xω² = ω²(ω² + ν²) − X².

For small X this is positive and p rises with density. For large X it is negative and p falls with density. The change occurs at X = ω√(ω² + ν²), which corresponds to the density

n* = ω√(ω² + ν²)/(4π).

The claim that a lower density is heated more strongly per unit volume at fixed current therefore holds for n > n*. Below n* it is reversed. A numerical search for the maximum, which solved the force and current equations at each density, reproduced n* for ν/ω = 0.1, 0.7 and 3.

The reason for the reversal appears in the limit of very low density. For X much smaller than ω², the denominator tends to ω⁴ + ω²ν², and

p ≈ 2πνJ₀² · 4πn/[ω²(ω² + ν²)] = 8π²nνJ₀²/[ω²(ω² + ν²)].

The same expression follows from the fixed-field formula if the field is the one that drives the whole current as displacement current, |Ê| = 4πJ₀/ω:

nν(4πJ₀/ω)²/[2(ν² + ω²)] = 8π²nνJ₀²/[ω²(ω² + ν²)].

In this limit the few electrons are no longer needed to carry the current. A fixed current then amounts to a fixed field, and the heating is proportional to the number of electrons.

For weak collisions, with ν much smaller than ω, the maximum lies near ωp = ω. There the real part of D is nearly zero, and the oscillator of part (e) is driven at its natural frequency. Stronger collisions shift the maximum to higher density.

**(i) Evaluate the heating for a drive frequency of 13.56 MHz, ν = 10⁸ s⁻¹ and J₀ = 1 e Å⁻² s⁻¹, at the densities 10⁻¹⁴ Å⁻³ and 10⁻¹⁵ Å⁻³.**

*Solution.* These are round model parameters and describe no particular gas. Energies are given in eV, lengths in Å and times in seconds. The angular frequency is 2π times the drive frequency, ω = 8.520 × 10⁷ s⁻¹.

First check the regime. At the higher density ωp²/ω² = 4384, and at the lower density it is 438.4. Since ν/ω = 1.174, the ratio ωp²/(ων) is also large in both cases. The simple law should hold with relative corrections of about

2/4384 = 0.00046 and 2/438.4 = 0.0046.

At the higher density the simple estimate of the peak drift speed is

J₀/n = 1/10⁻¹⁴ = 1.000 × 10¹⁴ Å/s,

and the full formula gives 1.0002 × 10¹⁴ Å/s. Dividing by ω gives the amplitude of the electron displacement, 1.174 × 10⁶ Å. The peak drift energy |û|²/2, converted with the electron mass, is 2.844 × 10⁻⁴ eV.

The average heating per electron is ν|û|²/2, which is ν times the peak drift energy:

10⁸ s⁻¹ × 2.844 × 10⁻⁴ eV = 2.844 × 10⁴ eV/s.

Multiplication by the density gives the power density:

p = 10⁻¹⁴ Å⁻³ × 2.844 × 10⁴ eV/s
= 2.844 × 10⁻¹⁰ eV Å⁻³ s⁻¹.

This equals 45.6 W/m³.

At the lower density the peak drift speed is 1.002 × 10¹⁵ Å/s and the peak drift energy is 2.856 × 10⁻² eV. The same two steps give

10⁸ s⁻¹ × 2.856 × 10⁻² eV = 2.856 × 10⁶ eV/s,

p = 10⁻¹⁵ Å⁻³ × 2.856 × 10⁶ eV/s
= 2.856 × 10⁻⁹ eV Å⁻³ s⁻¹.

This equals 458 W/m³. A separate calculation in SI units, from the real part of the complex resistivity, agrees with both power densities.

The heating per electron has risen by a factor of 100.4 and the heating per volume by a factor of 10.04. The small excess over 100 and 10 is the displacement-current correction, which is larger at the lower density:

10 × 1.00457/1.00046 = 10.04.

The force exerted by the field has the amplitude 7.47 × 10⁻¹⁰ eV/Å at the higher density and 7.49 × 10⁻⁹ eV/Å at the lower one. The dilute plasma needs about ten times the field to carry the same current. If it were given the field of the denser plasma instead, its power density would be 2.844 × 10⁻¹¹ eV Å⁻³ s⁻¹, one tenth of that of the denser plasma. The contrast derived in part (g) is thus a factor of ten upward at fixed current and a factor of ten downward at fixed field.

**(j) Locate n* for these parameters, and judge whether the model can be trusted there.**

*Solution.* The maximum lies where ωp²/ω² = √(1 + ν²/ω²). With ν/ω = 1.174 this is

√(1 + 1.378) = 1.542.

Since ωp² is proportional to n, comparison with the higher density gives

n* = 10⁻¹⁴ Å⁻³ × 1.542/4384 = 3.52 × 10⁻¹⁸ Å⁻³.

Both densities of part (i) lie far above n*, on the side where a lower density means stronger heating. One tenth of n* lies on the other side. There the formula gives 0.080 of the power density at n*.

At the chosen current, however, the formula cannot be applied at n*. It would require a peak drift energy of about 3.3 × 10³ eV. The bulk electrons of such discharges have random energies of roughly a few eV, and a collision frequency that stays constant up to thousands of eV is not a credible assumption. The displacement of the electrons would also be too large. It scales as the square root of the drift energy, so it would be

1.174 × 10⁶ Å × √(3270/2.844 × 10⁻⁴) ≈ 4 × 10⁹ Å,

which exceeds an electrode gap of a few centimetres, or a few times 10⁸ Å. A uniform bulk in which electrons oscillate freely is then impossible.

The value of n* itself does not contain J₀, because the model is linear in the current. The drift energy is proportional to J₀² and the displacement to J₀. For a sufficiently small current the drift at n* is again a small addition to the random motion, and the reversal lies within the reach of the model, provided that the plasma remains quasineutral. For the parameters used here this is doubtful. At n* and an electron temperature of 3 eV the Debye length, the distance over which the electrons screen a charge, is about 0.7 cm, which is not small compared with a gap of a few centimetres.

At the two densities of part (i) the drift energies, 0.0003 eV and 0.03 eV, are small compared with a few eV. Even at the lower density the peak drift speed is only about a tenth of a typical random speed. Some electrons are made faster by it and others slower, and the mean square speed rises by no more than about one percent. The drift itself therefore hardly alters the distribution of speeds, on which the collision rate in a real gas depends. The energy gained per period is also modest. At the lower density it is

2.856 × 10⁶ eV/s ÷ 1.356 × 10⁷ s⁻¹ = 0.21 eV

per electron.

This gain nevertheless accumulates from period to period. In a steady discharge it must be balanced by losses, such as excitation and ionization of the gas and the escape of energetic electrons, which the model does not contain. An electron heated a hundred times as strongly has to lose energy a hundred times as fast, so the electron temperature will in general differ between the two plasmas. In a real gas ν can change with it. The factor of ten therefore compares plasmas with equal ν as well as equal J₀. If ν differs, the simple law still applies to each plasma with its own value, as long as ν is nearly independent of speed over the energies present, and the ratio of the power densities is the ratio of the two values of ν/n.

The density is likewise an input here. In an operating discharge it adjusts itself to the absorbed power and cannot be varied freely while all else is held constant. The result gives the ohmic heating of a bulk whose density is known. Finding that density requires balances of particles and energy in addition. Nor is ohmic heating always the main part of the total. With ν = 10⁸ s⁻¹ an electron of 3 eV travels about 1 cm between collisions, which is not small compared with a gap of a few centimetres, so the heating by the moving sheath edges, left out here, can matter as well. Electrons arriving from the sheath edges then also carry their motion into the bulk, and the local relation between drift and field used here is only approximate. Finally, the one-dimensional treatment neglects the electric field induced by the rf magnetic field. This requires electrodes that are not much wider than the skin depth, which is about 7 cm at 10⁻¹⁴ Å⁻³ and about 23 cm at 10⁻¹⁵ Å⁻³ for these parameters. With wider electrodes the current density varies across the discharge.

Calculated quantities

```
drive frequency: 1.3560e+07 Hz
angular frequency w: 8.5200e+07 1/s
collision frequency nu: 1.000e+08 1/s
peak current density J0: 1.000 e/(angstrom^2 s)
dense: electron density: 1.000e-14 1/angstrom^3
dense: wp^2/w^2: 4.3843e+03 (no unit)
dense: peak drift speed: 1.0002e+14 angstrom/s
dense: excursion amplitude: 1.1740e+06 angstrom
dense: peak drift energy: 2.8441e-04 eV
dense: peak field force: 7.4711e-10 eV/angstrom
dense: power per electron: 2.8441e+04 eV/s
dense: dense-limit p: 2.8428e-10 eV/(angstrom^3 s)
dense: full p: 2.8441e-10 eV/(angstrom^3 s)
dense: full p converted: 45.57 W/m^3
dense: full p / dense-limit p: 1.00046
dilute: electron density: 1.000e-15 1/angstrom^3
dilute: wp^2/w^2: 4.3843e+02 (no unit)
dilute: peak drift speed: 1.0023e+15 angstrom/s
dilute: excursion amplitude: 1.1764e+07 angstrom
dilute: peak drift energy: 2.8558e-02 eV
dilute: peak field force: 7.4865e-09 eV/angstrom
dilute: power per electron: 2.8558e+06 eV/s
dilute: dense-limit p: 2.8428e-09 eV/(angstrom^3 s)
dilute: full p: 2.8558e-09 eV/(angstrom^3 s)
dilute: full p converted: 457.55 W/m^3
dilute: full p / dense-limit p: 1.00457
dilute/dense ratios at fixed current (no unit):
  drift speed: 10.021
  field: 10.021
  power per electron: 100.41
  power per volume: 10.041
dilute p at the dense field: 2.8441e-11 eV/(angstrom^3 s)
  its ratio to dense p: 0.1000
density of maximum heating n*: 3.5169e-18 1/angstrom^3
formal peak drift energy at n*: 3.270e+03 eV
p(n*/10)/p(n*): 0.0799
Monte Carlo heating, scaled units: 0.2349
Monte Carlo standard error, scaled units: 0.0004
drift formula heating, scaled units: 0.2349
```
